\section*{Two derivations of van der Pauw's relation for a conducting film, part 2}

Point contacts $A$, $B$, $C$, $D$ follow one another counterclockwise on the otherwise insulating edge of a flat, uniform, isotropic, ohmic film without holes. With $V$ the contact potentials, $R_a=(V_D-V_C)/I$ for a current $I$ entering at $A$ and leaving at $B$, and $R_b=(V_A-V_D)/I$ for the current $B\to C$. The sheet resistance is $R_s=\rho/t$, in ohms per square, with resistivity $\rho$ and thickness $t$. A first derivation, by conformal mapping, gave
\begin{equation}
e^{-\pi R_a/R_s}+e^{-\pi R_b/R_s}=1 , \label{eq:vdp}
\end{equation}
whose left side $S(R_s)$ increases with $R_s$ for positive $R_a$, $R_b$. We now derive it without a map, compare the derivations, and treat a real film.

The complex potential $F=\phi+i\chi$ is analytic in $z=x+iy$. Here $\phi$ is the electric potential and $\chi$ the stream function, both in volts. On free edge $\chi$ is constant; counterclockwise, it rises by $IR_s$ at a source and falls by $IR_s$ at a sink.

In the upper half plane, with coordinate $w$ and contacts at real $a,b,c,d$, a source at $a$ spreads its current over half circles of length $\pi r$, so $\phi=-(IR_s/\pi)\ln r$. Adding a sink at $b$ gives
\begin{equation}
\phi(w)=-\frac{I R_s}{\pi}\ln\frac{|w-a|}{|w-b|}. \label{eq:half}
\end{equation}
For any four numbers,
\begin{align}
&(d-a)(c-b)+(b-a)(d-c)\nonumber\\
&\quad=(cd-bd-ac+ab)+(bd-bc-ad+ac)\nonumber\\
&\quad=cd+ab-bc-ad=(d-b)(c-a). \label{eq:identity}
\end{align}
A conformal map $w=f(z)$ carries the half-plane potential $F_{\rm H}$ to the film:
\begin{equation}
F(z)=F_{\rm H}\bigl(f(z)\bigr). \label{eq:pull}
\end{equation}

To solve for $R_s$, with $f$ now a number ($f=1$ is the plain mean formula):
\begin{align}
R_s&=\frac{\pi}{\ln2}\,\frac{R_a+R_b}{2}\,f, \label{eq:f}\\
\cosh\left(\frac{\ln2}{f}\,\frac{R_a-R_b}{R_a+R_b}\right)&=\frac12\,e^{\ln2/f}. \label{eq:feq}
\end{align}

The resistor network used for an earlier rectangle test divides the film into square cells. Each cell contributes half its sheet conductance to each of its four sides, and the node currents are balanced.

\subsection{Two functions that are real on the edge}

Let $F_1=\phi_1+i\chi_1$ be the complex potential for the current $A\to B$, and $F_2=\phi_2+i\chi_2$ that for the current $C\to B$. Both currents leave at $B$. Define
\begin{equation}
u=e^{-\pi F_1/(IR_s)},\qquad v=e^{-\pi F_2/(IR_s)} . \label{eq:uv}
\end{equation}
Choose the constant in $\chi_1$ so that $\chi_1=0$ on the stretch of edge from $B$ through $C$ and $D$ to $A$. Passing the source $A$ raises it, so $\chi_1=IR_s$ between $A$ and $B$. There $u$ carries the factor $e^{-i\pi}=-1$. Hence $u$ is real on the whole edge: positive from $B$ through $C$ and $D$ to $A$, and negative from $A$ to $B$.

In the same way choose $\chi_2=0$ on the stretch from $C$ through $D$ and $A$ to $B$. The rise at the source $C$ then means $\chi_2=-IR_s$ between $B$ and $C$, where $v$ carries the factor $e^{i\pi}=-1$. So $v$ too is real on the edge, positive from $C$ through $D$ and $A$ to $B$, and negative from $B$ to $C$.

At a source the potential tends to $+\infty$, so $u=0$ at $A$ and $v=0$ at $C$. At the common sink $B$ both functions diverge, and the form of the divergence matters. Suppose that the edge is straight near $B$, and let $\zeta$ be a local coordinate with $\zeta=0$ at $B$ and the film at ${\rm Im}\,\zeta>0$. By the half-circle argument, a sink has
\begin{equation}
\phi=\frac{IR_s}{\pi}\ln|\zeta|+\eta(\zeta),
\end{equation}
with $\eta$ bounded, harmonic, and of zero normal derivative on the edge. Continue $\eta$ to ${\rm Im}\,\zeta<0$ by $\eta(\bar\zeta)=\eta(\zeta)$. The zero normal derivative makes the two halves join smoothly, so $\eta$ is harmonic around $\zeta=0$. A bounded harmonic function has no singularity at an isolated point, so $\eta$ is regular at $B$ as well. Therefore $F=(IR_s/\pi)\ln\zeta$ plus an analytic function, and
\begin{equation}
u=\frac{g_1(\zeta)}{\zeta},\qquad v=\frac{g_2(\zeta)}{\zeta}, \label{eq:pole}
\end{equation}
with $g_1$ and $g_2$ analytic and nonzero at $\zeta=0$. Both functions have a simple pole at $B$. If $B$ sits at a corner of angle $\gamma$ with straight sides, the current spreads over arcs of length $\gamma r$. The potential is then $(IR_s/\gamma)\ln r=(IR_s/\pi)\ln r^{\pi/\gamma}$, and the argument goes through with $\zeta$ replaced by $\zeta^{\pi/\gamma}$, which opens the corner into a straight edge.

\subsection{The linear relation}

Set $\alpha=g_2(0)/g_1(0)$. This is the limit of $v/u$ at $B$, taken for instance along the edge, so it is real. In the combination
\begin{equation}
h=v-\alpha u
\end{equation}
the poles cancel. Hence $h$ is analytic in the film and continuous up to the edge, including $B$. On the edge $u$, $v$ and $\alpha$ are real, so ${\rm Im}\,h=0$ there. A harmonic function takes its largest and smallest values on the boundary; ${\rm Im}\,h$ is harmonic, so it vanishes throughout the film. By the Cauchy--Riemann equations a function with constant imaginary part also has a constant real part. Thus $h=\beta$ with $\beta$ real, and
\begin{equation}
v=\alpha u+\beta . \label{eq:linear}
\end{equation}
At $A$, where $u=0$, this gives $\beta=v(A)$. At $C$, where $v=0$, it gives $\alpha=-\beta/u(C)=-v(A)/u(C)$. Insert both and divide by $v(A)$, which is positive:
\begin{equation}
\frac{u}{u(C)}+\frac{v}{v(A)}=1 . \label{eq:everywhere}
\end{equation}
This holds at every point of the film. Now take the point $D$. Since $\chi_1=0$ at both $C$ and $D$,
\begin{equation}
\frac{u(D)}{u(C)}=\exp\left[-\frac{\pi(\phi_1(D)-\phi_1(C))}{IR_s}\right]=e^{-\pi R_a/R_s}. \label{eq:first}
\end{equation}
Since $\chi_2=0$ at both $D$ and $A$, the second term is governed by $\phi_2(D)-\phi_2(A)$. The current $C\to B$ is the reverse of the current $B\to C$ that defines $R_b$, and reversing the current reverses all potential differences. So $\phi_2(D)-\phi_2(A)=V_A-V_D=IR_b$, and
\begin{equation}
\frac{v(D)}{v(A)}=e^{-\pi R_b/R_s}. \label{eq:second}
\end{equation}
With \eqref{eq:first} and \eqref{eq:second}, equation \eqref{eq:everywhere} becomes \eqref{eq:vdp}.

\subsection{What each derivation assumes}

Both derivations need a uniform, isotropic, ohmic film, because both use Laplace's equation and an analytic $F$. Both need an insulating edge and point contacts on it.

They differ in the mathematics they draw on. The first rests on the existence of a conformal map that extends one-to-one to the edge. In return it proves that the potential exists, since \eqref{eq:pull} constructs it, and it gives each resistance separately once the map is known. The second takes the existence of the potentials and their continuity up to the edge for granted, together with the logarithmic form at $B$, and it was carried out for an edge that is straight on either side of $B$. Beyond that it needs only the reflection at $B$ and the maximum principle, and it yields the relation without the separate resistances. The link between them is visible in the half plane, where \eqref{eq:half} gives $u=(w-a)/(w-b)$ and $v=(w-c)/(w-b)$ up to constant factors. Two such functions with a common denominator are linearly related, and \eqref{eq:linear} states this without reference to $w$.

The absence of holes enters at different places. In the first derivation a film with a hole cannot be mapped one-to-one and continuously onto the half plane. In the second, the functions $u$ and $v$ still exist: the edge of the hole is insulating, no net current leaves a loop around it, and $\chi$ remains single-valued. On the edge of the hole, however, $\chi_1$ has a constant value that depends on how the current divides between the two sides. If part of the current passes on each side, this value lies strictly between $0$ and $IR_s$, and $u$ is not real there. The condition ${\rm Im}\,h=0$ on the whole boundary is lost, and with it the proof. That the relation itself can fail is shown by a number: in the chip described below, a square hole of side $1.5$ mm, with its lower left corner at $(1,1)$ mm (the value depends strongly on this position), changes the sum in \eqref{eq:vdp} from $1$ to $0.65$ at the true $R_s$.

\subsection{A contact inside the edge}

Let $A$ be displaced into the film while the other contacts stay on the edge. In the half plane its image $a$ is then complex. An interior source sends its current over full circles, and an equal image source at $\bar a$ keeps the edge insulating. On the real axis $|x-a|=|x-\bar a|$, so the two contributions add to
\begin{equation}
-\frac{IR_s}{2\pi}\bigl(\ln|x-a|+\ln|x-\bar a|\bigr)=-\frac{IR_s}{\pi}\ln|x-a| .
\end{equation}
This is the earlier form with a complex $a$. When $A$ serves as a voltage probe, \eqref{eq:half} with its contacts at $b$ and $c$ likewise contains $|a-b|$ and $|a-c|$. Hence
\begin{equation}
S=\frac{|d-a|\,|c-b|+|b-a|\,|d-c|}{|d-b|\,|c-a|}\ \ge\ 1 , \label{eq:inset}
\end{equation}
because \eqref{eq:identity} also holds for complex $a$, and the modulus of a sum is at most the sum of the moduli. Equality would require $(d-a)/(b-a)$ to be real, which puts $a$ on the real axis. A single inset contact therefore makes $S>1$ at the true sheet resistance. As long as $R_a$ and $R_b$ both stay positive, $S$ increases with $R_s$, and the value solved from $S=1$ comes out too low. A contact set deep inside the film can make one of the readings negative; its exponential then exceeds $1$ for every $R_s$, and $S=1$ has no solution.

\subsection{Anisotropic films}

Let the sheet conductances along the principal axes be $g_x=1/R_x$ and $g_y=1/R_y$, so that $g_x\phi_{xx}+g_y\phi_{yy}=0$. With $k=(g_y/g_x)^{1/4}$, $X=kx$ and $Y=y/k$,
\begin{equation}
g_xk^2\phi_{XX}+\frac{g_y}{k^2}\phi_{YY}=\sqrt{g_xg_y}\,(\phi_{XX}+\phi_{YY})=0 .
\end{equation}
The current through a line element becomes
\begin{equation}
-g_x\phi_x\,dy+g_y\phi_y\,dx=-\sqrt{g_xg_y}\,(\phi_X\,dY-\phi_Y\,dX),
\end{equation}
since $\phi_x\,dy=k^2\phi_X\,dY$ and $\phi_y\,dx=k^{-2}\phi_Y\,dX$. The stretched film is isotropic and carries the same currents. Relation \eqref{eq:vdp} thus survives, with $R_s=\sqrt{R_xR_y}$.

\subsection{Worked example: a doped SrTiO$_3$ film}

Consider a La-doped SrTiO$_3$ epitaxial film at 300 K, with rough typical values: thickness 100 nm, electron density $10^{20}$ cm$^{-3}$, mobility 6 cm$^2$/Vs. Bulk SrTiO$_3$ is cubic at this temperature; the film is assumed to have the same conductivity in all directions in its plane. With $q$ the elementary charge,
\begin{equation}
\frac1{R_s}=qn\mu t=(1.602\times10^{-19})(10^{20})(6)(10^{-5})\ {\rm S}=9.61\times10^{-4}\ {\rm S},
\end{equation}
or $R_s=1040\ \Omega$ per square. The chip is a 5 mm square whose upper right corner, a 2 mm square, has broken off. The contacts lie at $(1,0)$, $(5,1)$, $(3,4)$ and $(0,3.5)$ mm. The readings are simulated with the resistor network described for the rectangle. At the true $R_s$ the sum in \eqref{eq:vdp} is $0.99971$, $0.99993$ and $0.99998$ for 10, 20 and 40 cells per mm; the deviation from 1 falls about fourfold at each halving of the cell.

The finest network gives $R_a=110.87\ \Omega$ and $R_b=416.20\ \Omega$, that is, 11.1 and 41.6 mV at a current of 100 $\mu$A. The last digits belong to the mesh: in the limit of vanishing cell size the readings are $110.77$ and $416.44\ \Omega$. The two mesh errors, about $0.1$ and $0.2\ \Omega$, have opposite signs and nearly cancel in the sum. The plain mean formula yields
\begin{equation}
\frac{\pi}{\ln2}\,\frac{110.87+416.20}{2}\ \Omega=1194\ \Omega .
\end{equation}
With $(R_a-R_b)/(R_a+R_b)=-0.579$, equation \eqref{eq:feq} has the root $f=0.871$, so $R_s=0.871\times1194\ \Omega=1040\ \Omega$, the value put in. The two exponentials are $0.7155$ and $0.2845$ for the network readings ($0.7157$ and $0.2843$ in the limit of vanishing cell size). The resistivity is $R_st=10.4$ m$\Omega\,$cm.

The same chip shows the size of several departures, one at a time. Moving $A$ inward by 0.5 mm makes the sum $1.003$ and the solved $R_s$ $0.5\,\%$ too low, with the sign that \eqref{eq:inset} requires. Contacts 0.4 mm wide along the edge lower the solved $R_s$ by $0.25\,\%$ on the finest network; the contact ends converge slowly with the cell size, and the limiting value is about $0.23\,\%$. A thickness that rises linearly along $x$, from $10\,\%$ below to $10\,\%$ above its value at $x=2.5$ mm, gives an $R_s$ that is $1.6\,\%$ above the reciprocal of the mean sheet conductance. The size and sign of this shift depend on the direction of the gradient; reversing the gradient reverses the sign. With $g_y$ kept at $1/(1040\ \Omega)$ and $g_x=1.3\,g_y$ the solution is 912 $\Omega$, equal to $\sqrt{R_xR_y}$.

In a real film of this kind a larger uncertainty can lie in what the sheet resistance stands for. A surface band bending $\Phi$ of roughly 0.7 eV empties a layer of width $W$. Integrating Poisson's equation over a uniform charge density $qn$ gives $\Phi/q=qnW^2/(2\varepsilon)$. With a constant relative permittivity of about 300, $W=15$ nm. The permittivity of SrTiO$_3$ falls in strong fields, which narrows the layer, so this is a rough upper estimate for the assumed bending. The measured $R_s$ remains correct for the conducting part, but multiplying it by the full 100 nm overstates the resistivity of that part, by a factor of up to about $1/(1-0.15)\approx1.2$. Oxygen vacancies can make the substrate conduct. At equal mobility, a 0.5 mm substrate in contact with the film carries $1\,\%$ of the film's conductance at only $2\times10^{14}$ electrons per cm$^3$, since $n$ times thickness is what counts.

Local heating at the contacts is minor here. The resistance between $A$ and $B$, for the 0.4 mm contacts and without contact resistance, is about 2.7 k$\Omega$, so 27 $\mu$W is dissipated. If all of it entered the substrate at one contact of radius $r=0.2$ mm, that contact would be warmer than the rest of the substrate by an amount of order $P/(2\kappa r)=6$ mK for a thermal conductivity $\kappa$ of about 11 W/(m$\,$K). The warming of the whole chip depends on how it is mounted and is not included in this estimate. For a mobility falling roughly as $T^{-2.5}$, a drift of the whole sample by 1 K matters more: it changes $R_s$ by $0.8\,\%$. The thickness is $3\times10^{-5}$ of the closest contact spacing, which supports the two-dimensional treatment. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
half-plane flux around source / I: 1.000000
half-plane flux around both / I: 0.000000
rectangle images of A,B,C,D: -0.9002 0.5646 1.1892 -2.5049
rectangle Ra/Rs network, map: 0.59081 0.59081
rectangle Rb/Rs network, map: 0.05410 0.05409
square corners Ra/Rs network: 0.22068
ln2/pi: 0.22064
film thickness: 100 nm
electron density: 1.0e+20 cm^-3
mobility: 6.0 cm2/Vs
sheet resistance put in: 1040.25 ohm/sq
contacts A,B,C,D (x,y) in mm: [(1, 0), (5, 1), (3, 4), (0, 3.5)]
chip sum with 10 cells per mm: 0.999710
chip sum with 20 cells per mm: 0.999929
chip sum with 40 cells per mm: 0.999982
chip Ra: 110.869 ohm
chip Rb: 416.203 ohm
test current: 100 uA
voltage for Ra: 11.087 mV
voltage for Rb: 41.620 mV
exp(-pi Ra/Rs) at solved Rs: 0.71547
exp(-pi Rb/Rs) at solved Rs: 0.28453
lower bracket for Rs: 502.50 ohm/sq
upper bracket for Rs: 1886.38 ohm/sq
sheet resistance solved: 1040.28 ohm/sq
plain mean formula (f=1): 1194.44 ohm/sq
correction factor f: 0.87094
resistivity: 10.403 mohm cm
sum with 1.5 mm square hole: 0.6476
sum with A inset 0.5 mm: 1.0032
Rs error, A inset 0.5 mm: -0.531 %
anisotropic (gx=1.3 gy) Rs solved: 912.39 ohm/sq
geometric mean sqrt(Rx Ry): 912.36 ohm/sq
Rs error, contacts 0.4 mm wide: -0.252 %
Rs vs 1/(mean conductance), +-10 % grade: 1.647 %
relative permittivity (rough): 300
surface band bending (rough): 0.7 eV
depletion width, constant permittivity: 15.2 nm
depleted share of thickness: 15.2 %
substrate thickness: 0.5 mm
substrate density for 1 % of film G: 2.0e+14 cm^-3
two-contact resistance A-B: 2662 ohm
dissipated power: 26.62 uW
thermal conductivity (rough): 11 W/(m K)
heating estimate at a contact: 6.05 mK
mobility exponent (rough): 2.5
Rs change for 1 K drift: 0.84 %
thickness / closest contact spacing: 3.3e-05
\end{verbatim}
